# Capacitive discharge at switching and the melting of a phase-change cell

## Problem

A phase-change memory cell in its amorphous, highly resistive state switches on when the voltage across it reaches $V_1=1.2$ V. The node then falls to the holding voltage $V_2=0.4$ V. A parasitic capacitance $C=1$ pF is connected to this node and discharges through the cell and the resistance in series with it.

(a) How much energy does the capacitance release, and how much of it reaches the cell?

(b) How does this compare with the adiabatic energy needed to melt a hemispherical dome of Ge$_2$Sb$_2$Te$_5$ of radius $a=20$ nm?

(c) Does a surplus of energy ensure that the dome melts?

Use these rough values for the material: melting temperature $T_m=900$ K, heat capacity $c=1.3$ J/(cm³ K), latent heat $L=800$ J/cm³, and thermal conductivity $\kappa$ between 0.5 and 1.5 W/(m K). The starting temperature is $T_0=300$ K. The cell and the series path have resistances $R_{\rm on}=R_s=0.5$ kΩ.

## Solution

### (a) The released energy and the share of the cell

Let $I$ be the current that leaves the capacitor. For constant $C$, and with the supply current left out for now, charge conservation gives $I=-C\,dV/dt$. The path takes up the power $VI$, so that

$$
E=\int VI\,dt=-C\int_{V_1}^{V_2}V\,dV=\frac{C}{2}\left(V_1^2-V_2^2\right).
$$

Time has dropped out, and with it the current-voltage law of the path. Since $V_1^2-V_2^2=(V_1-V_2)(V_1+V_2)$, the result can also be read as the charge $C(V_1-V_2)=0.80$ pC falling through the mean voltage $(V_1+V_2)/2=0.80$ V:

$$
E=0.80\ \text{pC}\times0.80\ \text{V}=0.64\ \text{pJ}.
$$

As a test, the discharge was integrated numerically for a path that is neither linear nor constant in time, $I=(V/R)(1-e^{-t/t_s})(1+V^2/V_s^2)$ with $R=1$ kΩ, $t_s=0.1$ ns and $V_s^2=0.5$ V². It released 0.640000 pJ.

This energy goes to the whole path. To find the part dissipated in the cell, a model of the on state is needed. Take the cell voltage as $V_2+R_{\rm on}I$, and let $R=R_{\rm on}+R_s$. The node voltage is then $V=V_2+RI$, and the discharge obeys

$$
C\frac{dV}{dt}=-\frac{V-V_2}{R},\qquad
I(t)=\frac{V_1-V_2}{R}\,e^{-t/\tau},\qquad \tau=RC.
$$

Here $\tau=1.0$ ns and the initial current is 0.80 mA. The power in the cell is

$$
P(t)=V_2I+R_{\rm on}I^2 .
$$

The two integrals required are $\int_0^t e^{-t'/\tau}dt'=\tau(1-e^{-t/\tau})$ and $\int_0^t e^{-2t'/\tau}dt'=(\tau/2)(1-e^{-2t/\tau})$. With $\tau/R=C$, the energy delivered to the cell by time $t$ is

$$
E_{\rm cell}(t)=CV_2(V_1-V_2)\left(1-e^{-t/\tau}\right)
+\frac{R_{\rm on}}{R}\,\frac{C(V_1-V_2)^2}{2}\left(1-e^{-2t/\tau}\right).
$$

At late times both brackets tend to one. The first term becomes $1\times0.4\times0.8=0.32$ pJ. The second becomes $\tfrac12\times\tfrac12\times0.8^2=0.16$ pJ. The cell therefore receives 0.48 pJ.

Two limits bound this share within the model. If $R_{\rm on}\ll R_s$, the cell receives 0.32 pJ and the series resistance takes the other half. If $R_s\ll R_{\rm on}$, the cell receives the full 0.64 pJ.

### (b) The adiabatic melting energy

Suppose that no heat leaves the dome. A unit volume of crystal must be warmed to $T_m$ and then melted, which takes

$$
h=c(T_m-T_0)+L=1.3\times600+800=1580\ \text{J/cm}^3 .
$$

The inputs are of a plausible size. With a rough density of 6 g/cm³, the Dulong-Petit value of $3k_B$ per atom gives 1.31 J/(cm³ K), and the chosen latent heat corresponds to a fusion entropy of about $2.0\,k_B$ per atom.

The dome volume is $\Omega=2\pi a^3/3=16\,755$ nm³. Since 1 J/cm³ equals $10^{-9}$ pJ/nm³,

$$
E_{\rm melt}=h\,\Omega=1580\times10^{-9}\times16\,755\ \text{pJ}=0.0265\ \text{pJ}.
$$

The capacitance releases $E/E_{\rm melt}\approx24$ times this energy, and the cell alone receives about 18 times as much.

The comparison can be turned round. Setting $C(V_1^2-V_2^2)/2=E_{\rm melt}$ gives

$$
C^*=\frac{2E_{\rm melt}}{V_1^2-V_2^2}=\frac{2\times0.0265\ \text{pJ}}{1.28\ \text{V}^2}\approx41\ \text{fF}.
$$

Below $C^*$, the capacitive energy alone cannot melt this dome from crystal at 300 K, however the path divides it. Above $C^*$, melting is allowed by the energy budget but not ensured.

At fixed $h$ the melting energy grows as $a^3$, so 0.64 pJ could melt a dome of radius at most $a(E/E_{\rm melt})^{1/3}\approx58$ nm. This is an upper bound, reached only if all the energy enters the dome and none is spent on overheating the liquid or warming the surroundings.

### (c) Energy is not enough: the rate of release

Heat must arrive faster than conduction removes it. Let the power $P$ be spread uniformly over the dome, let the flat face be insulating, and let the medium around the dome have the same $\kappa$. In the steady state, the whole of $P$ crosses every hemisphere of radius $r>a$:

$$
P=-2\pi r^2\kappa\frac{dT}{dr}
\quad\Rightarrow\quad
T(r)-T_0=\frac{P}{2\pi\kappa r},
$$

where $T\to T_0$ far away fixes the constant. Inside the dome, only the fraction $r^3/a^3$ of the power is generated within radius $r$. Hence $-dT/dr=Pr/(2\pi\kappa a^3)$, and integration from 0 to $a$ gives

$$
T(0)-T(a)=\frac{P}{2\pi\kappa a^3}\,\frac{a^2}{2}=\frac{P}{4\pi\kappa a}.
$$

Adding the edge rise $P/(2\pi\kappa a)$ gives the centre rise,

$$
T(0)-T_0=\frac{3P}{4\pi\kappa a}.
$$

The power that holds the edge at the melting point is therefore

$$
P_{\rm hold}=2\pi\kappa a(T_m-T_0).
$$

During the discharge the power falls from its initial value $P(0)$. A medium that starts cold and is never heated more strongly than $P(0)$ cannot become hotter anywhere than the steady profile belonging to $P(0)$. Latent heat does not alter this ordering, because temperature never decreases as enthalpy increases. Thus, if $P(0)<P_{\rm hold}$, the melt does not reach the dome edge, whatever the total energy. The opposite inequality is necessary for melting to the edge but not sufficient, since the power may decay too soon.

For $R=1$ kΩ,

$$
P(0)=0.4\times0.80+0.5\times0.80^2=0.64\ \text{mW},
$$

while $P_{\rm hold}$ is 0.038 mW for $\kappa=0.5$ W/(m K) and 0.113 mW for $\kappa=1.5$ W/(m K). Melting is possible in both cases. Whether it happens in time follows from the heat equation for the enthalpy per volume $H$, measured from crystal at $T_0$:

$$
\frac{\partial H}{\partial t}=\frac{1}{r^2}\frac{\partial}{\partial r}\left(r^2\kappa\frac{\partial T}{\partial r}\right)+\frac{P(t)}{\Omega}\,\theta(a-r).
$$

The step function $\theta$ confines the heating to the dome. The temperature rises as $H/c$ up to $T_m$, stays there while $H$ increases by $L$, and then rises again with slope $1/c$. With $\kappa$ reduced to $5\times10^{-5}$ W/(m K), 99% of the dome volume is molten once the adiabatic energy has been delivered. A thin layer at the edge lags behind, because it loses heat to the unheated surroundings. On a 0.5 nm grid this layer is not resolved and full melting appears at 0.0266 pJ. When the layer is resolved, melting right up to the edge takes about 0.045 pJ, or $1.7E_{\rm melt}$, and this value hardly changes with $\kappa$ as long as the layer is thin compared with $a$. The energy for complete melting therefore does not tend to $E_{\rm melt}$ as $\kappa\to0$.

The table gives the results for realistic $\kappa$. The time $t_m$ is when the molten volume equals that of the dome. The cell is assumed to switch on instantly; a switching time comparable with $t_m$ or longer would delay the melting. In the third case both resistances are raised to 5 kΩ. The released energy and the cell's 0.48 pJ are unchanged, but $\tau$ is 10 ns.

| $R$ (kΩ) | $\kappa$ (W/(m K)) | $P(0)$ (mW) | $P_{\rm hold}$ (mW) | $t_m$ (ns) | $E_{\rm cell}(t_m)$ (pJ) |
|---|---|---|---|---|---|
| 1 | 0.5 | 0.64 | 0.038 | 0.085 | 0.051 |
| 1 | 1.5 | 0.64 | 0.113 | 0.104 | 0.062 |
| 10 | 1.5 | 0.064 | 0.113 | no melting | – |

The first entry for the energy can be checked by hand. At $t/\tau=0.085$ the brackets in $E_{\rm cell}(t)$ are 0.081 and 0.156, so the energy is $0.32\times0.081+0.16\times0.156=0.051$ pJ.

In the fast discharges the dome melts after 1.9 and 2.3 times the adiabatic energy has been delivered. The tabulated melting times and energies come from a 0.5 nm grid and are low by 1 to 2%; finer grids give about 0.087 ns and 0.052 pJ for the lower $\kappa$, and 0.105 ns and 0.062 pJ for the higher. The excess has warmed the surroundings and overheated the liquid, by about 0.012 and 0.013 pJ for the lower $\kappa$ and 0.027 and 0.009 pJ for the higher. Melting 90% of the volume already takes 1.7 and 2.1 times the adiabatic energy. Conduction is thus not negligible, but the budget in (b) is large enough to cover it.

In the slow discharge with $\kappa=1.5$ W/(m K), the same energy melts nothing. The steady bound on the centre temperature is 809 K, already below $T_m$, and the calculated maximum is 653 K. With $\kappa=0.5$ W/(m K), the initial power of the slow discharge exceeds $P_{\rm hold}$, but it decays too soon: only a little more than half of the dome volume melts (about 60% if the supply current considered below is included). The answer to (c) is therefore no: the energy ratio of 24 must be read together with the power.

### What the surplus does

If the cell's 0.48 pJ stayed in the dome, the temperature would be

$$
T_m+\frac{E_{\rm cell}/\Omega-h}{c}\approx2\times10^4\ \text{K},
$$

which is no physical prediction. With conduction, the calculated centre temperature in the fast discharges is already about 1900 to 2000 K when the dome has melted. It later peaks near 5000 K for the lower $\kappa$ and 2400 K for the higher. Constant material properties and an intact cell cannot be assumed at such temperatures. These values are a warning of severe overheating, not estimates of a real peak, and they also make the melting times in the table rough.

### Comparison with a real cell

The dome size and material values are roughly those of a small mushroom-type cell. The mean field $V_1/a=0.6$ MV/cm is of the same order as measured switching fields of amorphous Ge$_2$Sb$_2$Te$_5$. A capacitance of 1 pF suits a cell wired to a probe pad or a long line; the capacitance that discharges directly into a cell in a dense array can be much smaller. A real cell loses heat while it is being heated. In the two fast discharges above, this loss and the overheating of the liquid together raise the energy needed to melt the dome to about twice the adiabatic value. In the slow discharge the loss prevents complete melting, and for the higher $\kappa$ it prevents any melting. The metal heater and electrodes remove further heat, which this model does not size.

Three other corrections are moderate for the fast discharges:

- **Supply current.** A 1.2 V supply behind a 20 kΩ load feeds 0.081 pJ into the node during the first 5 ns, about 13% of $E$. The node then settles at 0.44 V instead of 0.40 V. In the slow discharge this correction is not small: the supply feeds about 0.82 pJ into the node in 50 ns, more than the capacitance releases. The cell power still never exceeds $P(0)$, so the absence of melting at $\kappa=1.5$ W/(m K) is unaffected.
- **Warm start.** Starting at 358 K lowers $E_{\rm melt}$ by 4.8%.
- **Amorphous start.** The amorphous solid stores more enthalpy than the crystal. Taking the difference as roughly 200 J/cm³ lowers $E_{\rm melt}$ by about 13%. The amorphous solid also conducts heat less well than the range of $\kappa$ used here. With a lower $\kappa$ throughout, the energy that must be delivered to melt the whole dome in the fast discharge falls only slightly, from about 0.052 pJ at 0.5 W/(m K) to 0.049 pJ at 0.2 W/(m K). A low $\kappa$ in the dome alone, with better-conducting surroundings, is not treated here.

The last two corrections together would raise the energy ratio from 24 to about 29. For a fixed voltage swing, reducing the capacitance at the cell node lowers the released energy in proportion. Adding series resistance leaves the total release unchanged, but lowers the peak power and the cell's share. The remaining values are listed in the numerical output.

## Computed values

```
Capacitance: 1.0 pF; voltages: 1.2 V to 0.4 V
Charge released: 0.80 pC
Mean voltage of the discharge: 0.80 V
Energy released to whole path: 0.640 pJ
Same, nonlinear path integrated: 0.640000 pJ
R_on, R_s: 0.5, 0.5 kOhm; RC: 1.0 ns
Initial discharge current: 0.80 mA
Part at fixed cell voltage: 0.320 pJ
Part in all resistances: 0.320 pJ
Energy in the cell: 0.480 pJ
Dome radius: 20 nm; volume: 16755 nm^3
Mean threshold field V1/a: 0.60 MV/cm
T0, Tm: 300, 900 K
Heat capacity used: 1.30 J/(cm^3 K)
Dulong-Petit heat capacity: 1.31 J/(cm^3 K)
Latent heat used: 800 J/cm^3
Fusion entropy per atom: 2.03 k_B
Sensible heat to Tm: 780 J/cm^3
Melting enthalpy h: 1580 J/cm^3
Adiabatic melting energy: 0.0265 pJ
Weak-conduction limit of solver: 0.0266 pJ
Released / melting energy: 24.2
Cell energy / melting energy: 18.1
Capacitance with release = melting energy: 41.4 fF
Largest dome radius by energy alone: 57.8 nm
Temperature if cell energy stayed in dome: 21721 K
-- kappa = 0.5 W/(m K), R = 1 kOhm
Thermal time a^2 c/kappa: 1.04 ns
Power to hold dome edge at Tm: 0.0377 mW
Time to melt dome volume: 0.085 ns
Energy delivered by then: 0.051 pJ
Ratio to adiabatic energy: 1.9
Centre temperature then: 2016 K
Highest centre temperature in 1.5 ns: 4986 K
-- kappa = 1.5 W/(m K), R = 1 kOhm
Thermal time a^2 c/kappa: 0.35 ns
Power to hold dome edge at Tm: 0.1131 mW
Time to melt dome volume: 0.104 ns
Energy delivered by then: 0.062 pJ
Ratio to adiabatic energy: 2.3
Centre temperature then: 1906 K
Highest centre temperature in 1.5 ns: 2449 K
Change of melt energy on coarser grid: 2.8 %
Initial cell power, R = 1 kOhm: 0.640 mW
-- slow case: R = 10 kOhm, kappa = 1.5 W/(m K)
Cell energy, slow case: 0.480 pJ
Initial cell power, slow case: 0.0640 mW
Highest centre temperature, slow case: 653 K
Steady bound on it: 809 K
Load resistor: 20 kOhm; settled node: 0.438 V
Energy fed by supply in 5 ns: 0.081 pJ
Melting energy cut, start at 358 K: 4.8 %
Melting energy cut, amorphous start: 12.7 %
```
